# Minimum fluidisation velocity of fine powders from laminar drag, part 2

At what upward gas flow does a packed powder bed begin to fluidise? The bed consists of equal spheres of diameter $d$ and density $\rho_p$, with voidage (gas fraction) $\varepsilon$. The gas has density $\rho_g$, viscosity $\mu$, pressure $p$, temperature $T$ and molar mass $M$; $R_g$ is the gas constant. The superficial velocity $u$ is the volume flow divided by the whole vessel cross-section.

The frictional pressure gradient $\Gamma$ excludes the hydrostatic part. At onset it equals the buoyant weight per bed volume, $w$:

$$\Gamma=(1-\varepsilon)(\rho_p-\rho_g)g\equiv w. \tag{1}$$

The vertical contact stress $\sigma$, positive in compression, at depth $s$ below the top obeys

$$\frac{d\sigma}{ds}=w-\Gamma ,\qquad \sigma(0)=0. \tag{2}$$

The laminar part of the Ergun equation, with empirical constant 150, is

$$\Gamma=\frac{150\,\mu(1-\varepsilon)^2}{\varepsilon^3d^2}\,u, \tag{6}$$

written $\Gamma=Ku$. For slow flow, nearly uniform gas density, no slip, no cohesion and no wall support, onset is at $u_0=w/K$:

$$u_0=\frac{\varepsilon^3(\rho_p-\rho_g)g\,d^2}{150(1-\varepsilon)\mu}. \tag{7}$$

The capillary model replaces the pores by round tubes with the gas volume and wetted area of the bed. Their diameter is

$$D=\frac{2\varepsilon d}{3(1-\varepsilon)}. \tag{4}$$

In a tube of radius $R=D/2$, the frictional gradient along the axis is $\Gamma_t$, proportional to $\Gamma$. The gas speed $v$ at radius $r$ obeys

$$\frac{dv}{dr}=-\frac{\Gamma_t r}{2\mu}.$$

With $v(R)=0$, the mean speed is

$$\bar v=\frac{2}{R^2}\int_0^R v\,r\,dr=\frac{\Gamma_t}{2\mu R^2}\left(\frac{R^4}{2}-\frac{R^4}{4}\right)=\frac{\Gamma_tR^2}{8\mu}=\frac{\Gamma_tD^2}{32\mu}. \tag{3}$$

The example, an oxide powder in a hot inert carrier gas, has $d=60$ µm, $\rho_p=2500$ kg/m³, $\varepsilon=0.45$, $M=28$ g/mol, $\mu=24$ µPa s and $\rho_g=0.758$ kg/m³ at $T=450$ K and 760 Torr outlet pressure. This gives $D=32.7$ µm, $w=13480$ N/m³ and $u_0=4.06$ mm/s. The bed has height $L=50$ mm in a round vessel 50 mm wide; its buoyant weight per area is $W=wL=674$ Pa, or 5.06 Torr.

### Coarse particles: inertia

The full Ergun equation adds a term quadratic in velocity, with a second empirical constant:

$$\Gamma=Ku+\frac{1.75\,\rho_g(1-\varepsilon)}{\varepsilon^3d}\,u^2 .$$

Set $\Gamma=w=Ku_0$, divide by $Ku_0$, and let $x=u/u_0$. Then

$$x+s_ix^2=1,\qquad s_i=\frac{1.75\,\mathrm{Re}}{150(1-\varepsilon)},\qquad \mathrm{Re}=\frac{\rho_gu_0d}{\mu}. \tag{8}$$

The number $s_i$ is the ratio of inertial to viscous friction at velocity $u_0$. The positive root is

$$x=\frac{-1+\sqrt{1+4s_i}}{2s_i}=\frac{2}{1+\sqrt{1+4s_i}},$$

where the second form follows on multiplying above and below by $1+\sqrt{1+4s_i}$. It avoids the subtraction of nearly equal numbers when $s_i$ is small and is the better one to code.

Since $u_0\propto d^2$, the ratio $s_i$ grows as $d^3$ at fixed gas and solid properties. For small $s_i$ the root is $x\approx1-s_i$. For large $s_i$ it is $x\approx s_i^{-1/2}\propto d^{-3/2}$, so the velocity grows as $d^{2-3/2}=d^{1/2}$. Between these limits, differentiating (8) gives $(1+2s_ix)\,dx+x^2ds_i=0$. The local exponent is therefore

$$\frac{d\ln u}{d\ln d}=2-\frac{3s_ix}{1+2s_ix},$$

which falls from 2 to 1/2.

In the example $\mathrm{Re}=0.758\times0.00406\times60\times10^{-6}/(24\times10^{-6})=0.0077$, and $s_i=1.6\times10^{-4}$. Inertia is negligible. It lowers the velocity by 5% when $x=0.95$, which by (8) requires $s_i=0.05/0.95^2=0.055$. The cubic growth of $s_i$ places this at a diameter of about 420 µm. With all other inputs fixed, the two laws give these velocities:

| $d$ (µm) | laminar (mm/s) | full Ergun (mm/s) |
|---:|---:|---:|
| 20 | 0.451 | 0.451 |
| 60 | 4.06 | 4.06 |
| 100 | 11.28 | 11.27 |
| 200 | 45.1 | 44.9 |
| 500 | 282 | 259 |

### Voidage

The voidage factor in $u_0$ is $\varepsilon^3/(1-\varepsilon)$. Its logarithmic derivative is

$$\frac{d\ln u_0}{d\ln\varepsilon}=3+\frac{\varepsilon}{1-\varepsilon},$$

which is 3.8 at $\varepsilon=0.45$. A small relative error in voidage is thus multiplied by almost four. With the other inputs fixed, $\varepsilon=0.42$ gives 3.13 mm/s and $\varepsilon=0.48$ gives 5.21 mm/s, which is 23% below and 28% above the central value. For this example at 760 Torr, this range is wider than the corrections for inertia, slip, gas expansion and cohesion estimated in this part.

Voidage can also disturb the exponent. If it varies with particle size, then

$$\frac{d\ln u_0}{d\ln d}=2+\left(3+\frac{\varepsilon}{1-\varepsilon}\right)\frac{d\ln\varepsilon}{d\ln d}.$$

A series of powders in which the finer ones pack more loosely has a negative last factor, and its exponent is below 2. A fit to such a series does not test the scaling at fixed geometry. The voidage should be found from the mass $m$ and volume $V$ of the settled bed, $\varepsilon=1-m/(\rho_pV)$, and inserted for each powder.

### Temperature and the setting of the flow controller

At fixed voidage, and with the tiny gas density neglected against that of the solid, $u_0\propto1/\mu$. Take the rough law $\mu\propto T^{0.7}$ for the carrier gas. The viscosity at 300 K is then $24\times(300/450)^{0.7}=18.1$ µPa s, and the minimum velocity is 5.39 mm/s. The cold bed needs the higher velocity.

A mass-flow controller sets the amount of gas per time, which is proportional to $up/T$. At fixed pressure the setting needed for onset scales as $T^{-0.7}/T=T^{-1.7}$. Between 450 K and 300 K it differs by a factor $1.5^{1.7}\approx2.0$. A flow that just fluidises the hot bed is therefore half of what the cold bed needs. A flow set to onset in the cold bed becomes twice the onset value after heating.

For the hot example the volume flow is $u_0\pi(50\ \mathrm{mm})^2/4$, or 478 cm³/min at bed conditions. Referred to 273.15 K and 1 atm (760 Torr), it is $478\times273.15/450=290$ cm³/min.

### Reduced pressure: slip in the pores

At low pressure the gas no longer sticks to the pore wall. The mean free path $\lambda$ is defined here through the kinetic relation $\mu=\tfrac12\rho_g\bar c\lambda$, with mean molecular speed $\bar c=\sqrt{8R_gT/(\pi M)}$. With $\rho_g=pM/(R_gT)$ this gives

$$\lambda=\frac{2\mu}{\rho_g\bar c}=\frac{\mu}{p}\sqrt{\frac{\pi R_gT}{2M}} .$$

To first order in $\lambda/D$, for molecules that leave the wall in random directions, and with a numerical coefficient near one rounded to one, the gas speed at the wall is

$$v(R)=-\lambda\left.\frac{dv}{dr}\right|_R=\frac{\lambda\Gamma_tR}{2\mu}=\frac{\lambda\Gamma_tD}{4\mu}.$$

The force balance inside the tube is unchanged, so the whole velocity profile is shifted by this constant. The mean speed becomes

$$\bar v=\frac{\Gamma_tD^2}{32\mu}+\frac{\lambda\Gamma_tD}{4\mu}=\frac{\Gamma_tD^2}{32\mu}(1+8\,\mathrm{Kn}),\qquad \mathrm{Kn}=\frac{\lambda}{D}. \tag{9}$$

In the capillary model the minimum velocity is multiplied by the same factor. Slip makes the bed more permeable, so more flow is needed to produce the same drag.

Slip also changes the size scaling. Since $D\propto d$, the quantity $8\,\mathrm{Kn}$ falls as $1/d$, and

$$\frac{d\ln u}{d\ln d}=2-\frac{8\,\mathrm{Kn}}{1+8\,\mathrm{Kn}}=1+\frac{1}{1+8\,\mathrm{Kn}}.$$

The exponent moves from 2 towards 1. Free-molecular flow has the same limit for a simple reason. Without collisions between molecules, the wall takes up momentum per area in proportion to $\rho_g\bar c\,\bar v$. Balancing $\Gamma_t\pi D^2/4$ against this stress times $\pi D$ gives $\bar v\propto\Gamma_tD/(\rho_g\bar c)$.

At 450 K the square root in $\lambda$ is 458 m/s. With $\mu$, $T$, $d$ and $\varepsilon$ held fixed, the results are:

| $p$ (Torr) | $\lambda$ (µm) | Kn | factor | exponent |
|---:|---:|---:|---:|---:|
| 760 | 0.109 | 0.0033 | 1.03 | 1.97 |
| 100 | 0.825 | 0.025 | 1.20 | 1.83 |
| 10 | 8.25 | 0.25 | 3.0 | 1.3 |

For walls that scatter molecules in random directions, the factor $1+8\,\mathrm{Kn}$ is about 10% too low at Kn = 0.1, and the error grows with Kn. The last row lies outside that range and indicates the size of the effect; it is not a design value. For a long round tube the linearised BGK kinetic model gives a factor of about 3.65 and an exponent of about 1.23 at this Kn, and its exponent dips slightly below 1, to about 0.975 at Kn of 3 to 10, before it returns to 1.

### Reduced pressure: expansion of the gas

The gas expands as it rises. At steady flow and uniform temperature the product $up$ is the same at all heights, so the gas is fastest at the top. Let $p_{out}$ and $u_{out}$ be the values at the top. Without slip, the friction at pressure $p$ is $Ku_{out}p_{out}/p$. The weight of the gas is neglected, and the contact stress obeys

$$\frac{d\sigma}{ds}=w-K\frac{u_{out}p_{out}}{p}=w\left(1-\frac{u_{out}}{u_0}\frac{p_{out}}{p}\right).$$

For $u_{out}<u_0$ the right side is positive at all depths, because $p\ge p_{out}$, and the bed stays packed. When $u_{out}$ passes $u_0$ the right side turns negative at the top, where $\sigma=0$. The top layer loosens first.

A loosened layer expands until its friction again equals its weight. Down to its lower edge the pressure therefore rises by the weight per area above that edge. The base loosens when the pressure there is $p_{out}+W$ and the local velocity is $u_0$. Constancy of $up$ then gives

$$u_{out}^{base}=u_0\left(1+\frac{W}{p_{out}}\right). \tag{10}$$

The spread between top and base is $5.06/760=0.67\%$ of $u_0$ at atmospheric outlet pressure, 5.1% at 100 Torr and 51% at 10 Torr.

Slip modifies this spread. Since $\lambda\propto1/p$, write $8\,\mathrm{Kn}=b/p$ with $b$ constant. The local onset condition becomes $u=u_0(1+b/p)$, or $up=u_0(p+b)$. The top then loosens at $u_{out}=u_0(p_{out}+b)/p_{out}$ and the base at $u_0(p_{out}+W+b)/p_{out}$. The difference is still $u_0W/p_{out}$, but relative to the new onset at the top it is

$$\frac{W}{p_{out}+b}.$$

At 10 Torr $b=8\times0.252\times10=20.2$ Torr, and the relative spread falls from 51% to $5.06/30.2=17\%$, with the same reservation about the slip law. A shallower bed reduces the spread in proportion to $W$ at fixed outlet pressure. The outlet value of $u$ should be used when these formulas are compared with a flow setting.

### Fine particles: cohesion

Surface attraction lets the packed bed carry tension. To estimate its strength, suppose that neighbouring particles touch through one small bump of radius $R_a$ facing a nearly flat surface at closest gap $z_0$. Two flat faces at distance $h$ attract with pressure $H/(6\pi h^3)$, which defines the Hamaker constant $H$. Near the tip of the bump $h=z_0+r^2/(2R_a)$, so $r\,dr=R_a\,dh$. For $z_0\ll R_a$ the force is

$$F=\int_{z_0}^{\infty}2\pi R_a\,\frac{H}{6\pi h^3}\,dh=\frac{HR_a}{3}\,\frac{1}{2z_0^2}=\frac{HR_a}{6z_0^2}. \tag{11}$$

With the round values $H=10^{-19}$ J, $R_a=100$ nm and $z_0=0.4$ nm, the force is 10.4 nN. The buoyant weight of one particle is $(\rho_p-\rho_g)g\pi d^3/6=2.77$ nN. The contact force is 3.8 times the weight, although the particle is 60 µm wide.

To pass from one contact to the bed, let each particle have $k$ contacts. There are $6(1-\varepsilon)/(\pi d^3)$ particles per volume and each contact is shared by two, so the number of contacts per volume is

$$n_c=\frac{3(1-\varepsilon)k}{\pi d^3}.$$

A contact joins two centres a distance $d$ apart. If the joining line makes an angle $\theta$ with the vertical, it spans a height $d|\cos\theta|$. Contacts of this direction cross a unit horizontal area in number $d|\cos\theta|$ times their density, and each pulls vertically with $F|\cos\theta|$. The average of $\cos^2\theta$ over random directions is $1/3$. If all contacts pull with full force together, the tensile strength is

$$\sigma_t=\frac{n_cdF}{3}=\frac{(1-\varepsilon)kF}{\pi d^2}. \tag{12}$$

For $k=6$ this is 3.04 Pa.

With nearly uniform gas density, $\sigma=ws(1-u/u_0)$. Above $u_0$ the tension is greatest at the base, $s=L$. If the bed is held to the support plate with the same strength, it breaks away when $W(u/u_0-1)=\sigma_t$, or

$$u_b=u_0\left(1+\frac{\sigma_t}{W}\right). \tag{13}$$

For uniform gas density the excess is $3.04/674=0.45\%$. At 760 Torr the expansion of the gas is not negligible beside this: it lowers the mean friction in the bed by about half of $W/p_{out}$, or 0.33%, so the outlet velocity at breakaway is about 0.8% above $u_0$ when slip is left out. The excess is small, although a single contact is stronger than the particle weight, because the strength of one layer of contacts is set against the weight of about $L/d=830$ particle diameters of bed. Friction at the vessel wall is left out here and can add a larger excess in a bed as high as it is wide.

For fixed $F$, $k$, $\varepsilon$ and $L$, the ratio $\sigma_t/W$ grows as $1/d^2$. It reaches one at $60\sqrt{3.04/674}=4.0$ µm, where the breakaway velocity without slip is twice $u_0$. In pores this narrow, slip matters even at 760 Torr: the first-order estimate (9) raises both velocities by about 40%, and the true rise is somewhat larger. Without slip, the added velocity $u_0\sigma_t/W$ in (13) does not depend on $d$, because the two powers cancel. With slip it is multiplied by the slip factor and grows as $d$ falls, by (9) to 2.6 times its no-slip value at 1 µm. In either case the quadratic law is lost for much finer particles.

Breakaway is also not the same as fluidisation into single particles. A cohesive bed may lift as a plug, crack into channels or move as clusters, and the force balance does not decide between them. If stable clusters form, their own size and density, and the voidage between them, are the inputs to try in $u_0$.

### Comparison with real powder coating

Oxide powders of tens of micrometres, temperatures of a few hundred degrees Celsius or less, and an inert carrier gas are realistic for atomic layer deposition in a fluidised bed. The example lies in this regime at atmospheric pressure, and its contact parameters are order-of-magnitude choices. The process can also be run at a few Torr. There the assumptions of a continuum and of uniform gas density fail first: at 10 Torr the first-order slip estimate triples the velocity and adds a further 17% for the base. That estimate is outside its range there; the BGK kinetic model for a round tube gives a factor of about 3.65 and a further 12%. Powders of nanometre particles lie far outside the example, since they move as clusters if they fluidise at all.

The coating itself hardly changes the weight balance here. A film 10 nm thick adds 20 nm to the diameter, a relative change of $3.3\times10^{-4}$, and raises $d^2$ by 0.07%. Its effect on contact forces is not contained in this estimate.

### Order of calculation

1. Find $\varepsilon$ from the settled bed, and $d$ from the ratio of particle volume to surface. Evaluate $\mu$ and $\rho_g$ at bed temperature and outlet pressure, and compute $u_0$.
2. Compute $s_i$ from (8). If it is not small, multiply $u_0$ by the root $x$.
3. Compute Kn from (9). If $8\,\mathrm{Kn}$ is not small but Kn is below about 0.1, multiply by $1+8\,\mathrm{Kn}$. For larger Kn a transition-flow law or a measured permeability is needed. If $s_i$ and $8\,\mathrm{Kn}$ are both appreciable, the two factors may not simply be multiplied, because slip alters the viscous term alone.
4. Compare $W$ with $p_{out}$, and add $u_0W/p_{out}$ to the outlet velocity if the base must be fluidised too. This addition was derived for laminar friction.
5. Compare $\sigma_t$ with $W$. If they are similar, the result is not a prediction of smooth fluidisation. A small ratio does not guarantee it either: it says that the bed as a whole breaks away easily, while a fine powder may still form channels or clusters.

A measured curve of pressure drop against flow gives a direct check on the chosen inputs. For a cohesionless bed with negligible inertia, negligible slip, negligible wall friction and nearly uniform gas density, the frictional pressure drop rises linearly up to $W$ and then stays there. Wall friction need not be small in a bed as high as it is wide: if the wall shear stress is 0.1 to 0.15 times the vertical contact stress, the wall carries 18 to 25% of $W$ at rest. The curve taken on rising flow can then overshoot $W$, and the onset is better read on falling flow. The slope of the rise is $KL$, which tests voidage, diameter and the constant 150 together.
